# Uncertainty of a vaporisation enthalpy from two vapour pressures: verification in Python

```python
"""Two-point vaporisation enthalpy and its standard uncertainty.

Result under test: H = K ln(p2/p1), K = R/(1/T1 - 1/T2), has the standard
uncertainty u(H) = sqrt(2) K s when the two pressures carry independent
relative errors of standard deviation s.  For T1 = 330 K, T2 = 350 K and
s = 0.05 this is near 3.4 kJ/mol.
Symbols: p1, p2 pressures (Torr); T1, T2 temperatures (K); R gas constant
(kJ/mol/K); H enthalpy (kJ/mol); s relative standard error of a pressure.
Formulas are compared with quadrature over the full nonlinear estimator
and with numerical integration of the Clapeyron equation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp

R = constants.R / 1000.0
T1, T2 = 330.0, 350.0
p1, p2 = 0.8, 2.6            # rough typical values for a liquid metal amide
s = 0.05


def enthalpy(pa, pb, Ta=T1, Tb=T2):
    return R * np.log(pb / pa) / (1 / Ta - 1 / Tb)


def standard_deviation(function, dimensions, kind="gauss"):
    """Spread of function(z1, z2, ...) for independent random inputs.

    gauss: unit normal inputs; uniform: inputs uniform on [-1, 1].
    """
    if kind == "gauss":
        nodes, weights = np.polynomial.hermite_e.hermegauss(12)
    else:
        nodes, weights = np.polynomial.legendre.leggauss(12)
    weights = weights / weights.sum()
    z = np.meshgrid(*[nodes] * dimensions, indexing="ij")
    w = np.prod(np.meshgrid(*[weights] * dimensions, indexing="ij"), axis=0)
    values = function(*z)
    mean = np.sum(w * values)
    return np.sqrt(np.sum(w * (values - mean) ** 2))


D = 1 / T1 - 1 / T2
K = R / D
H = enthalpy(p1, p2)
u_H = np.sqrt(2) * K * s

# Integrated law against a numerical solution of the differential equation
pressure_unit = constants.torr


def hot_pressure(second_virial, liquid_volume):
    """Pressure at T2 from the Clapeyron equation; volumes in m^3/mol."""
    def slope(T, log_p):
        p_pascal = np.exp(log_p) * pressure_unit
        x = (second_virial - liquid_volume) * p_pascal / (constants.R * T)
        return H / (R * T**2 * (1 + x))
    solution = solve_ivp(slope, (T1, T2), [np.log(p1)],
                         rtol=1e-10, atol=1e-12)
    return np.exp(solution.y[0, -1])


assert abs(hot_pressure(0.0, 0.0) / p2 - 1) < 1e-7

# Spread of the full estimator for independent Gaussian pressure errors
u_full = standard_deviation(
    lambda a, b: enthalpy(p1 * (1 + s * a), p2 * (1 + s * b)), 2)
assert abs(u_full / u_H - 1) < 5e-3
variance_excess = (u_full / u_H) ** 2 - 1
assert abs(variance_excess - 2.5 * s**2) < 1e-4
assert abs(u_H - 3.4) < 0.05 and abs(u_full - 3.4) < 0.05

# The spread does not depend on the pressures themselves
u_other = standard_deviation(
    lambda a, b: enthalpy(10.0 * (1 + s * a), 11.0 * (1 + s * b)), 2)
assert abs(u_other / u_full - 1) < 1e-9

# Five percent read as the hard limit of a uniform distribution
u_uniform = np.sqrt(2) * K * s / np.sqrt(3)
u_uniform_full = standard_deviation(
    lambda a, b: enthalpy(p1 * (1 + s * a), p2 * (1 + s * b)), 2, "uniform")
assert abs(u_uniform_full / u_uniform - 1) < 5e-3

# Correlated errors, and a fully shared scale error
r = 0.5
u_correlated = K * s * np.sqrt(2 * (1 - r))
u_correlated_full = standard_deviation(
    lambda a, b: enthalpy(p1 * (1 + s * a),
                          p2 * (1 + s * (r * a + np.sqrt(1 - r**2) * b))), 2)
assert abs(u_correlated_full / u_correlated - 1) < 1e-2
u_shared = standard_deviation(
    lambda a: enthalpy(p1 * (1 + s * a), p2 * (1 + s * a)), 1)
assert u_shared < 1e-6

# Pressure precision needed for 1 kJ/mol
s_needed = 1.0 / (np.sqrt(2) * K)
u_needed = standard_deviation(
    lambda a, b: enthalpy(p1 * (1 + s_needed * a),
                          p2 * (1 + s_needed * b)), 2)
assert abs(u_needed - 1.0) < 1e-3

# Extrapolation to a delivery temperature
T_delivery = 300.0
w = (1 / T1 - 1 / T_delivery) / D
u_log_p = s * np.sqrt((1 - w) ** 2 + w**2)


def log_delivery_pressure(pa, pb):
    return np.log(pa) - enthalpy(pa, pb) / R * (1 / T_delivery - 1 / T1)


p_delivery = np.exp(log_delivery_pressure(p1, p2))
u_log_full = standard_deviation(
    lambda a, b: log_delivery_pressure(p1 * (1 + s * a),
                                       p2 * (1 + s * b)), 2)
assert abs(u_log_full / u_log_p - 1) < 5e-3

# Temperature errors alone, then together with pressure errors
u_temperature = 0.1
u_H_T = H / D * u_temperature * np.sqrt(T1**-4 + T2**-4)
u_H_T_full = standard_deviation(
    lambda a, b: enthalpy(p1, p2, T1 + u_temperature * a,
                          T2 + u_temperature * b), 2)
assert abs(u_H_T_full / u_H_T - 1) < 1e-3
u_total = np.hypot(u_H, u_H_T)
u_total_full = standard_deviation(
    lambda a, b, c, d: enthalpy(p1 * (1 + s * a), p2 * (1 + s * b),
                                T1 + u_temperature * c,
                                T2 + u_temperature * d), 4)
assert abs(u_total_full / u_total - 1) < 5e-3

# Enthalpy that varies linearly with temperature
heat_capacity_change = -0.1
T_room = 298.15
T_mean = np.log(T2 / T1) / D
H_room = H + heat_capacity_change * (T_room - T_mean)
log_ratio = quad(lambda T: (H_room + heat_capacity_change * (T - T_room))
                 / (R * T**2), T1, T2, epsabs=1e-13)[0]
assert abs(enthalpy(1.0, np.exp(log_ratio)) - H) < 1e-6

# Non-ideal vapour and finite liquid volume
B, V_liquid = -3.0e-3, 2.4e-4
p2_real = hot_pressure(B, V_liquid)
bias_vapour = enthalpy(p1, p2_real) - H
x_cold = (B - V_liquid) * p1 * pressure_unit / (constants.R * T1)
x_hot = (B - V_liquid) * p2_real * pressure_unit / (constants.R * T2)
assert 1 / (1 + x_cold) - 1 < bias_vapour / H < 1 / (1 + x_hot) - 1

# Additive pressure errors
offset = 0.02
bias_offset = enthalpy(p1 + offset, p2 + offset) - H
bias_gas = enthalpy(p1, p2 + offset) - H
assert abs(bias_offset / (K * offset * (1 / p2 - 1 / p1)) - 1) < 0.03
assert abs(bias_gas / (K * offset / p2) - 1) < 0.01
assert bias_offset < 0 < bias_gas

print(f"Gas constant R = {R:.7f} kJ/(mol K)")
print(f"Temperatures T1, T2 = {T1:.0f}, {T2:.0f} K")
print(f"Pressures p1, p2 (rough) = {p1:.1f}, {p2:.1f} Torr")
print(f"Relative standard error s = {100*s:.1f} percent")
print(f"D = 1/T1 - 1/T2 = {D:.5e} 1/K")
print(f"K = R/D = {K:.3f} kJ/mol")
print(f"ln(p2/p1) = {np.log(p2/p1):.4f}")
print(f"Standard error of ln(p2/p1), first order = {np.sqrt(2)*s:.5f}")
print(f"Two-point enthalpy H = {H:.2f} kJ/mol")
print(f"u(H), first order = {u_H:.3f} kJ/mol")
print(f"u(H), full quadrature = {u_full:.3f} kJ/mol")
print(f"u(H)/H = {100*u_H/H:.1f} percent")
print(f"Variance excess, quadrature = {100*variance_excess:.3f} percent")
print(f"Variance excess, 2.5 s^2 = {250*s**2:.3f} percent")
print(f"u(H), 5 percent as uniform limit = {u_uniform:.2f} kJ/mol")
print(f"u(H), correlation {r:.1f} = {u_correlated:.2f} kJ/mol")
print(f"u(H), fully shared scale error = {abs(u_shared):.2f} kJ/mol")
print(f"s needed for u(H) = 1 kJ/mol: {100*s_needed:.2f} percent")
print(f"Delivery temperature = {T_delivery:.0f} K")
print(f"Extrapolation weight w = {w:.3f}")
print(f"Extrapolated pressure = {p_delivery:.4f} Torr")
print(f"u(ln p) at delivery temperature = {u_log_p:.3f}")
print(f"Assumed temperature error = {u_temperature:.1f} K")
print(f"u(H) from temperature errors = {u_H_T:.2f} kJ/mol")
print(f"u(H) from pressure and temperature = {u_total:.2f} kJ/mol")
print(f"Assumed heat-capacity change = {heat_capacity_change:.1f} kJ/(mol K)")
print(f"Temperature to which H belongs, Tm = {T_mean:.2f} K")
print(f"H(298.15 K) - H(Tm) = {H_room-H:.2f} kJ/mol")
print(f"Assumed second virial coefficient = {B*1e6:.0f} cm3/mol")
print(f"Assumed liquid molar volume = {V_liquid*1e6:.0f} cm3/mol")
print(f"Bias of H, real vapour and liquid = {bias_vapour:+.3f} kJ/mol")
print(f"Assumed additive pressure error = {offset:.2f} Torr")
print(f"Bias of H, offset at both points = {bias_offset:+.2f} kJ/mol")
print(f"Bias of H, extra gas at T2 only = {bias_gas:+.2f} kJ/mol")
print("checks complete")
```

Output:

```
Gas constant R = 0.0083145 kJ/(mol K)
Temperatures T1, T2 = 330, 350 K
Pressures p1, p2 (rough) = 0.8, 2.6 Torr
Relative standard error s = 5.0 percent
D = 1/T1 - 1/T2 = 1.73160e-04 1/K
K = R/D = 48.016 kJ/mol
ln(p2/p1) = 1.1787
Standard error of ln(p2/p1), first order = 0.07071
Two-point enthalpy H = 56.59 kJ/mol
u(H), first order = 3.395 kJ/mol
u(H), full quadrature = 3.406 kJ/mol
u(H)/H = 6.0 percent
Variance excess, quadrature = 0.632 percent
Variance excess, 2.5 s^2 = 0.625 percent
u(H), 5 percent as uniform limit = 1.96 kJ/mol
u(H), correlation 0.5 = 2.40 kJ/mol
u(H), fully shared scale error = 0.00 kJ/mol
s needed for u(H) = 1 kJ/mol: 1.47 percent
Delivery temperature = 300 K
Extrapolation weight w = -1.750
Extrapolated pressure = 0.1017 Torr
u(ln p) at delivery temperature = 0.163
Assumed temperature error = 0.1 K
u(H) from temperature errors = 0.40 kJ/mol
u(H) from pressure and temperature = 3.42 kJ/mol
Assumed heat-capacity change = -0.1 kJ/(mol K)
Temperature to which H belongs, Tm = 339.80 K
H(298.15 K) - H(Tm) = 4.17 kJ/mol
Assumed second virial coefficient = -3000 cm3/mol
Assumed liquid molar volume = 240 cm3/mol
Bias of H, real vapour and liquid = +0.013 kJ/mol
Assumed additive pressure error = 0.02 Torr
Bias of H, offset at both points = -0.82 kJ/mol
Bias of H, extra gas at T2 only = +0.37 kJ/mol
checks complete
```
